# How a 60 Degree Contact Angle Lowers the Classical Nucleation Barrier: verification in Python

```python
"""Classical nucleation barrier of a spherical cap on a flat substrate.

Result under test: W_cap / W_hom = (2 + cos t)(1 - cos t)^2 / 4,
which is 5/32 at contact angle t = 60 degrees.
gamma : island-vapour surface energy (eV/nm^2)
wet   : substrate-vapour minus substrate-island energy (eV/nm^2)
g     : free energy gained per island volume (eV/nm^3)
x, h  : squared base radius (nm^2) and height (nm) of the cap
tau   : line tension of the contact line (eV/nm)
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar, root

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def cap_by_quadrature(radius, angle):
    """Volume, curved area and base area from slices in polar angle."""
    t = 0.5 * angle * (NODES + 1)
    w = 0.5 * angle * WEIGHTS
    volume = np.sum(w * np.pi * (radius * np.sin(t))**2
                    * radius * np.sin(t))
    area = np.sum(w * 2 * np.pi * radius**2 * np.sin(t))
    return volume, area, np.pi * (radius * np.sin(angle))**2


def cap_energy(x, h, gamma, wet, g, tau=0.0):
    radius = (x + h**2) / (2 * h)
    angle = np.arccos(1 - h / radius)
    volume, area, base = cap_by_quadrature(radius, angle)
    return (gamma * area - wet * base - g * volume
            + tau * 2 * np.pi * np.sqrt(x))


def homogeneous_barrier(gamma, g):
    """Numerical maximum of the free energy of a full sphere."""
    scale = gamma / g

    def negative(r):
        return -(4 * np.pi * r**2 * gamma - 4 * np.pi * r**3 * g / 3)
    best = minimize_scalar(negative, bounds=(0.1 * scale, 5 * scale),
                           method="bounded", options={"xatol": 1e-10})
    return best.x, -best.fun


def cap_saddle(gamma, wet, g, tau=0.0):
    """Stationary point in x and h; no contact angle is imposed."""
    length, unit = homogeneous_barrier(gamma, g)

    def energy(u, v):
        return cap_energy(u * length**2, v * length,
                          gamma, wet, g, tau) / unit

    def gradient(p):
        d = 1e-4
        u, v = p
        return [(energy(u + d, v) - energy(u - d, v)) / (2 * d),
                (energy(u, v + d) - energy(u, v - d)) / (2 * d)]
    found = root(gradient, [0.9, 0.8], tol=1e-10)
    assert np.max(np.abs(gradient(found.x))) < 1e-6
    u, v = found.x
    d = 1e-3
    uu = (energy(u + d, v) - 2 * energy(u, v) + energy(u - d, v)) / d**2
    vv = (energy(u, v + d) - 2 * energy(u, v) + energy(u, v - d)) / d**2
    uv = (energy(u + d, v + d) - energy(u + d, v - d)
          - energy(u - d, v + d) + energy(u - d, v - d)) / (4 * d**2)
    assert uu * vv - uv**2 < 0, "stationary point must be a saddle"
    return u * length**2, v * length, energy(u, v) * unit


def shape_factor(angle):
    c = np.cos(angle)
    return (2 + c) * (1 - c)**2 / 4


# Example inputs: rough values for liquid gallium, chosen S and angle
gamma_si = 0.70          # J/m^2
atom_volume = 0.020      # nm^3
temperature = 773.0      # K
supersaturation = 40.0
theta = np.radians(60.0)
line_tension_si = 1e-11  # J/m, rough magnitude
curvature_length = 0.05  # nm, rough magnitude

gamma = gamma_si * 1e-18 / const.e
kT = const.k * temperature / const.e
drive = kT * np.log(supersaturation)
g = drive / atom_volume
wet = gamma * np.cos(theta)
r_hom, W_hom = homogeneous_barrier(gamma, g)
x_cap, h_cap, W_cap = cap_saddle(gamma, wet, g)
r_cap = (x_cap + h_cap**2) / (2 * h_cap)
angle_cap = np.arccos(1 - h_cap / r_cap)
V_cap = cap_by_quadrature(r_cap, angle_cap)[0]
n_hom = 4 * np.pi * r_hom**3 / (3 * atom_volume)
n_cap = V_cap / atom_volume

# Closed forms against numerical extrema
assert np.isclose(r_hom, 2 * gamma / g, rtol=1e-6)
assert np.isclose(W_hom, 16 * np.pi * gamma**3 / (3 * g**2), rtol=1e-9)
assert np.isclose(r_cap, r_hom, rtol=1e-5)
assert np.isclose(angle_cap, theta, atol=1e-5)
assert np.isclose(W_cap / W_hom, 5 / 32, rtol=1e-6)
assert np.isclose(n_cap / n_hom, 5 / 32, rtol=1e-4)

# Closed cap geometry against quadrature, in both sets of variables
for degrees in (25.0, 60.0, 130.0):
    a, r = np.radians(degrees), 1.7
    c, height = np.cos(a), 1.7 * (1 - np.cos(a))
    vol, area, base = cap_by_quadrature(r, a)
    assert np.isclose(vol, np.pi * r**3 * (2 + c) * (1 - c)**2 / 3)
    assert np.isclose(area, 2 * np.pi * r**2 * (1 - c))
    assert np.isclose(base, np.pi * r**2 * (1 - c**2))
    xb = base / np.pi
    assert np.isclose(vol, np.pi * height * (3 * xb + height**2) / 6)
    assert np.isclose(area, np.pi * (xb + height**2))

# Barrier ratio at other angles, from surface energies alone
ratios = {}
for degrees in (30, 60, 90, 120):
    a = np.radians(degrees)
    barrier = cap_saddle(gamma, gamma * np.cos(a), g)[2]
    ratios[degrees] = barrier / W_hom
    assert np.isclose(ratios[degrees], shape_factor(a), rtol=1e-5)


# At fixed volume the lowest surface energy selects the Young angle
def surface_energy_fixed_volume(angle):
    r = (V_cap / cap_by_quadrature(1.0, angle)[0])**(1 / 3)
    _, area, base = cap_by_quadrature(r, angle)
    return gamma * area - wet * base


best_shape = minimize_scalar(surface_energy_fixed_volume,
                             bounds=(0.2, 2.8), method="bounded",
                             options={"xatol": 1e-9})
assert abs(np.degrees(best_shape.x) - 60) < 1e-3

# Exact fraction by symbolic integration of a unit cap
t = sp.symbols("t", real=True)
top = sp.pi / 3
area_exact = sp.integrate(2 * sp.pi * sp.sin(t), (t, 0, top))
surface_part = sp.simplify((area_exact - sp.cos(top) * sp.pi
                            * sp.sin(top)**2) / (4 * sp.pi))
z = sp.symbols("z", real=True)
volume_part = sp.simplify(sp.integrate(sp.pi * (1 - z**2),
                          (z, sp.cos(top), 1)) / (4 * sp.pi / 3))
assert surface_part == volume_part == sp.Rational(5, 32)

# Neglected effects for the same droplet
tau = line_tension_si * 1e-9 / const.e
W_line_plus = cap_saddle(gamma, wet, g, tau)[2]
W_line_minus = cap_saddle(gamma, wet, g, -tau)[2]
line_first_order = tau * 2 * np.pi * np.sqrt(x_cap)
assert np.isclose((W_line_plus - W_line_minus) / 2,
                  line_first_order, rtol=0.05)  # third-order remainder


def barrier_with_curvature(delta):
    """All surface energies scaled by 1 - 2 delta/r, angle kept."""
    def negative(r):
        vol, area, base = cap_by_quadrature(r, theta)
        scale = 1 - 2 * delta / r
        return -(scale * (gamma * area - wet * base) - g * vol)
    found = minimize_scalar(negative, bounds=(0.3 * r_hom, 2 * r_hom),
                            method="bounded")
    return -found.fun


W_curv_plus = barrier_with_curvature(curvature_length)
W_curv_minus = barrier_with_curvature(-curvature_length)
W_55, W_65 = [cap_saddle(gamma, gamma * np.cos(np.radians(d)), g)[2]
              for d in (55, 65)]
W_gamma_low, W_gamma_high = [cap_saddle(s * gamma, s * wet, g)[2]
                             for s in (0.95, 1.05)]
spacing = atom_volume**(1 / 3)

# Driving energy at which the critical cap holds one atom
drive_one = drive * n_cap**(1 / 3)
x1, h1, _ = cap_saddle(gamma, wet, drive_one / atom_volume)
r1 = (x1 + h1**2) / (2 * h1)
n1 = cap_by_quadrature(r1, np.arccos(1 - h1 / r1))[0] / atom_volume
assert np.isclose(n1, 1, rtol=1e-3)

boltzmann_log10 = (W_hom - W_cap) / kT / np.log(10)

print(f"Surface energy input: {gamma_si:.2f} J/m2")
print(f"Surface energy: {gamma:.3f} eV/nm2")
print(f"Substrate energy difference (sv - sf): {wet:.3f} eV/nm2")
print(f"Atomic volume: {atom_volume:.3f} nm3")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Supersaturation: {supersaturation:.0f} (ratio)")
print(f"Driving energy per atom: {drive:.4f} eV")
print(f"Driving energy per volume g: {g:.2f} eV/nm3")
print(f"Critical radius, sphere: {r_hom:.3f} nm")
print(f"Critical radius, cap saddle: {r_cap:.3f} nm")
print(f"Contact angle at saddle: {np.degrees(angle_cap):.2f} deg")
print(f"Angle of least energy, fixed volume: "
      f"{np.degrees(best_shape.x):.2f} deg")
print(f"Homogeneous barrier: {W_hom:.3f} eV")
print(f"Homogeneous barrier over kT: {W_hom / kT:.1f} (ratio)")
print(f"Cap barrier: {W_cap:.3f} eV")
print(f"Cap barrier over kT: {W_cap / kT:.1f} (ratio)")
print(f"Barrier ratio, numerical: {W_cap / W_hom:.5f} (ratio)")
print(f"Barrier ratio, symbolic: {volume_part} (ratio)")
print(f"Barrier ratio in percent: {100 * W_cap / W_hom:.1f} %")
for degrees, value in ratios.items():
    print(f"Barrier ratio at {degrees} deg: {value:.4f} (ratio)")
print(f"Atoms in critical sphere: {n_hom:.1f} atoms")
print(f"Atoms in critical cap: {n_cap:.1f} atoms")
print(f"log10 of Boltzmann factor ratio cap/sphere: "
      f"{boltzmann_log10:.1f}")
print(f"Cap height: {h_cap:.3f} nm")
print(f"Cap base radius: {np.sqrt(x_cap):.3f} nm")
print(f"Atomic spacing (cube root of volume): {spacing:.3f} nm")
print(f"Line tension magnitude: {line_tension_si * 1e12:.0f} pN")
print(f"Line tension magnitude: {tau:.4f} eV/nm")
print(f"First-order line energy: {line_first_order:.3f} eV")
print(f"Cap barrier, positive line tension: {W_line_plus:.3f} eV")
print(f"Cap barrier, negative line tension: {W_line_minus:.3f} eV")
print(f"Curvature length magnitude: {curvature_length:.2f} nm")
print(f"Cap barrier, positive curvature length: {W_curv_plus:.3f} eV")
print(f"Cap barrier, negative curvature length: {W_curv_minus:.3f} eV")
print(f"Cap barrier at 55 deg: {W_55:.3f} eV")
print(f"Cap barrier at 65 deg: {W_65:.3f} eV")
print(f"Cap barrier, surface energies -5 %: {W_gamma_low:.3f} eV")
print(f"Cap barrier, surface energies +5 %: {W_gamma_high:.3f} eV")
print(f"Driving energy for one-atom cap: {drive_one:.3f} eV")
print("OK")
```

It prints:

```
Surface energy input: 0.70 J/m2
Surface energy: 4.369 eV/nm2
Substrate energy difference (sv - sf): 2.185 eV/nm2
Atomic volume: 0.020 nm3
Temperature: 773 K
Thermal energy kT: 0.0666 eV
Supersaturation: 40 (ratio)
Driving energy per atom: 0.2457 eV
Driving energy per volume g: 12.29 eV/nm3
Critical radius, sphere: 0.711 nm
Critical radius, cap saddle: 0.711 nm
Contact angle at saddle: 60.00 deg
Angle of least energy, fixed volume: 60.00 deg
Homogeneous barrier: 9.257 eV
Homogeneous barrier over kT: 139.0 (ratio)
Cap barrier: 1.446 eV
Cap barrier over kT: 21.7 (ratio)
Barrier ratio, numerical: 0.15625 (ratio)
Barrier ratio, symbolic: 5/32 (ratio)
Barrier ratio in percent: 15.6 %
Barrier ratio at 30 deg: 0.0129 (ratio)
Barrier ratio at 60 deg: 0.1562 (ratio)
Barrier ratio at 90 deg: 0.5000 (ratio)
Barrier ratio at 120 deg: 0.8437 (ratio)
Atoms in critical sphere: 75.3 atoms
Atoms in critical cap: 11.8 atoms
log10 of Boltzmann factor ratio cap/sphere: 50.9
Cap height: 0.356 nm
Cap base radius: 0.616 nm
Atomic spacing (cube root of volume): 0.271 nm
Line tension magnitude: 10 pN
Line tension magnitude: 0.0624 eV/nm
First-order line energy: 0.242 eV
Cap barrier, positive line tension: 1.690 eV
Cap barrier, negative line tension: 1.207 eV
Curvature length magnitude: 0.05 nm
Cap barrier, positive curvature length: 0.859 eV
Cap barrier, negative curvature length: 2.077 eV
Cap barrier at 55 deg: 1.083 eV
Cap barrier at 65 deg: 1.869 eV
Cap barrier, surface energies -5 %: 1.240 eV
Cap barrier, surface energies +5 %: 1.674 eV
Driving energy for one-atom cap: 0.559 eV
OK
```
